# Why a Dipole Lattice Sum Depends on the Summation Shape

## Question

I am writing a multipole code for muffin-tin spheres and need the $l=l'=1$ block of the Madelung matrix. My test crystal is tetragonal, with $a=6$ bohr and $c=8$ bohr. Site A is at the origin and site B is 3 bohr above it on the $z$ axis. They carry charges $+0.5\,e$ and $-0.5\,e$, and point dipoles of $0.2$ and $0.1\,e\,$bohr along $+z$.

For the field at A due to unit $z$ dipoles on all the other A sites, I get three answers:

- growing spheres: $-0.01238$ bohr$^{-3}$;
- complete layers normal to $z$, added one after another: $-0.04147$ bohr$^{-3}$;
- Ewald summation: $+0.00216$ bohr$^{-3}$.

Each number is stable when I enlarge its cutoffs. A lattice sum should have one value, so which of the three is wrong, and which belongs in the Madelung matrix?

## Answer

None of them is wrong. The sum has no value until the shape of the summed region, or an equivalent electrical boundary condition, is given. Your three procedures make three different choices. For a bulk calculation with a periodic potential, the Ewald value is the one to use. The difference between the choices is a depolarization field, which can be calculated in closed form. It is uniform near the centre of a large body, and throughout the interior for ellipsoids and slabs; in a box, for example, it varies on the scale of the box.

### What is being summed

I use Hartree atomic units in Gaussian form, so a unit charge has potential $1/r$. A dipole $\mathbf p$ at the origin has potential $-\mathbf p\cdot\nabla(1/r)$. Its field is minus the gradient of this, so $E_\alpha=\sum_\beta p_\beta\,\partial_\alpha\partial_\beta(1/r)$. The dipole block is therefore

$$
D_{ij}^{\alpha\beta}=\sum_{\mathbf R}{}'\,\frac{3x_\alpha x_\beta-r^2\delta_{\alpha\beta}}{r^5},\qquad \mathbf r=\boldsymbol\tau_i-\boldsymbol\tau_j-\mathbf R .
$$

Here $\boldsymbol\tau_i$ are the site positions, $\mathbf R$ the lattice vectors, and the prime removes a site's action on itself. Real $l=1$ harmonics only reorder and rescale these Cartesian components.

Each term falls as $R^{-3}$, while the number of terms between $R$ and $R+dR$ grows as $R^2dR$. The sum of absolute values thus behaves as $\int dR/R$ and diverges. The signed sum can converge only through angular cancellation, and that depends on the shape of the outer boundary. Enlarging the body does not help: the $R^{-3}$ decay is compensated by the $R^3$ growth of the volume near its boundary.

### Separating the part that has a unique value

Start with a lattice of unit charges. Surround each one with a uniform background of density $-1/V$, filling a cell of volume $V$ centred on the charge. The cell is symmetric under inversion, so charge plus background has neither net charge nor dipole moment. Its field $\mathbf e(\mathbf r)$ is at most quadrupolar at large distance and falls at least as $R^{-4}$. Since $\int R^2R^{-4}dR$ converges at large $R$, the sum

$$
\mathbf E_0(\mathbf r)=\sum_{\mathbf R}\mathbf e(\mathbf r-\mathbf R)
$$

converges absolutely and is independent of order.

This field is periodic and curl-free. It is also odd, because $\mathbf e(-\mathbf r)=-\mathbf e(\mathbf r)$, so its cell average vanishes. With no average field, its potential $\phi_0$ is periodic too. The background and charges together give

$$
\nabla^2\phi_0=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].
$$

For a reciprocal vector $\mathbf G\ne0$, the Fourier component obeys $-G^2\phi_{\mathbf G}=-4\pi/V$. The $\mathbf G=0$ component is an arbitrary constant, here set to zero. Hence

$$
\phi_0(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad \mathbf E_0=-\nabla\phi_0 .
$$

Ewald's method splits this expression into two rapidly convergent sums. By "Ewald" I mean this version, with the $\mathbf G=0$ term omitted and no surface term added.

### Removing the background again

Now sum the bare charges in a large body of linear size $L$, symmetric about the origin. We must subtract the field of the background that was added. The background cells fill the body with density $-1/V$, so subtracting them is the same as adding a body of density $+1/V$.

Let $\mathbf F$ be the field of the same body with unit density. By symmetry it vanishes at the centre, and nearby

$$
\mathbf F(\mathbf r)=4\pi\,\mathsf N\cdot\mathbf r+\dots
$$

This defines the depolarization tensor $\mathsf N$. Gauss's law, $\nabla\cdot\mathbf F=4\pi$, gives $\operatorname{tr}\mathsf N=1$. For fixed $\mathbf r$, the next term is of order $r^3/L^2$. The stepped surface of the stacked cells differs from the smooth shape in a volume of order $aL^2$. Its contribution to the field gradient is at most of order $aL^2/L^3=a/L$. Both corrections vanish as $L$ grows, leaving

$$
\sum_{\mathbf R\in\text{body}}\frac{\mathbf r-\mathbf R}{|\mathbf r-\mathbf R|^3}
\longrightarrow \mathbf E_0(\mathbf r)+\frac{4\pi}{V}\,\mathsf N\cdot\mathbf r .
$$

For a sphere, symmetry and the unit trace give $\mathsf N=\mathsf 1/3$. For a slab normal to $z$, the background field is $F_z=4\pi z$, with no in-plane component, so $\mathsf N=\mathrm{diag}(0,0,1)$.

### The depolarization term

Let a cell contain charges $q_j$, with $\sum_jq_j=0$, and dipoles $\mathbf p_j$. A dipole is the limit of two opposite charges with a small separation. Its field follows from that of a unit charge by applying $-\mathbf p_j\cdot\nabla$. Superposition gives

$$
\mathbf E_{\rm shape}(\mathbf r)=\sum_j(q_j-\mathbf p_j\cdot\nabla)
\Big[\mathbf E_0(\mathbf r-\boldsymbol\tau_j)+\frac{4\pi}{V}\mathsf N\cdot(\mathbf r-\boldsymbol\tau_j)\Big].
$$

The first term in the bracket gives $\mathbf E_{\rm Ewald}$. The second gives

$$
\frac{4\pi}{V}\mathsf N\cdot\Big[\mathbf r\sum_jq_j-\sum_jq_j\boldsymbol\tau_j-\sum_j\mathbf p_j\Big].
$$

Neutrality removes the term in $\mathbf r$. With

$$
\mathbf P=\frac1V\sum_j(q_j\boldsymbol\tau_j+\mathbf p_j),
$$

the result is

$$
\boxed{\mathbf E_{\rm shape}=\mathbf E_{\rm Ewald}-4\pi\,\mathsf N\cdot\mathbf P.}
$$

At a lattice site, the site's own singular field is removed from both sides, so the difference is unchanged. The dipoles alone give the corresponding matrix relation

$$
\mathsf D_{ij}^{\rm shape}=\mathsf D_{ij}^{\rm Ewald}-\frac{4\pi}{V}\mathsf N .
$$

The correction is the same for every pair of sites, including $i=j$.

The trace provides a quick diagnosis. Every term of the direct dipole sum is traceless, since $3r^2-3r^2=0$. The Ewald tensor is instead $\partial_\alpha\partial_\beta\phi_0$, with $1/r$ removed first when $i=j$. Its trace is the Laplacian due to the background, $4\pi/V$. A direct sum therefore cannot reproduce all components of the Ewald tensor, however many cells it includes.

### A continuous family of answers

The sphere and slab are two members of a continuous family. Consider the spheroid $x^2+y^2+\kappa^2z^2=b^2$, whose equatorial radius is $\kappa$ times its polar radius. With $\mu=z/r$, its surface is at

$$
r_s(\mu)=\frac{b}{\sqrt{1+(\kappa^2-1)\mu^2}} .
$$

Far from the centre, the difference between the spheroidal and spherical sums becomes an integral over the region between the surfaces:

$$
D_{zz}^{\rm spheroid}-D_{zz}^{\rm sphere}
=\frac{2\pi}{V}\int_{-1}^{1}d\mu\,(3\mu^2-1)\int_b^{r_s(\mu)}\frac{dr}{r}.
$$

The radial integral is $\ln(r_s/b)=-\tfrac12\ln[1+(\kappa^2-1)\mu^2]$; the size $b$ has disappeared. By the matrix relation, the left side is also $-(4\pi/V)(N_z-1/3)$. Equating the two gives

$$
N_z=\frac13+\frac14\int_{-1}^{1}(3\mu^2-1)\ln[1+(\kappa^2-1)\mu^2]\,d\mu .
$$

For a needle, $\kappa\to0$, the logarithm becomes $\ln(1-\mu^2)$. Integration by parts with $3\mu^2-1=d(\mu^3-\mu)/d\mu$ gives $-\int_{-1}^{1}2\mu^2d\mu=-4/3$, hence $N_z=0$. For a flat disc, $\kappa\to\infty$, the logarithm becomes $\ln\kappa^2+\ln\mu^2$. The constant drops out because $\int_{-1}^{1}(3\mu^2-1)d\mu=0$. The remaining integral is $-2\int_{-1}^{1}(\mu^2-1)d\mu=8/3$, so $N_z=1$. Intermediate shapes connect these limits continuously.

### Your crystal in numbers

The cell volume is $V=6^2\times8=288$ bohr$^3$, so $4\pi/V=0.043633$ bohr$^{-3}$. The table gives $zz$ elements in bohr$^{-3}$.

| Summation | $N_z$ | $D_{AA}$ | $D_{AB}$ |
|---|---:|---:|---:|
| Ewald | – | 0.00216 | 0.09841 |
| prolate, $\kappa=0.5$ | 0.1736 | −0.00541 | 0.09084 |
| sphere | 0.3333 | −0.01238 | 0.08387 |
| oblate, $\kappa=2$ | 0.5272 | −0.02084 | 0.07541 |
| slab | 1 | −0.04147 | 0.05478 |

For the sphere and spheroids I used direct sums with a gradual cutoff. This is an average over large bodies of the same shape and different sizes, which suppresses surface fluctuations without changing the limit. For the slab, each layer was summed over a large disc and completed by an integral over the rest of the plane.

Your values follow from one another. The sphere gives $0.00216-0.04363/3=-0.01238$, and the slab gives $0.00216-0.04363=-0.04147$ bohr$^{-3}$. With sharp spheres of radius 60, 120 and 240 bohr, $D_{AA}^{zz}$ is $-0.01233$, $-0.01242$ and $-0.01238$ bohr$^{-3}$. The sum does settle, but stability under a larger cutoff shows convergence for that shape, not independence of shape.

The in-plane element $D_{AA}^{xx}$ is $0.02074$ bohr$^{-3}$ for both Ewald and the slab, because the slab has $N_x=0$. For the sphere it is $0.00619$ bohr$^{-3}$. Agreement between two methods for one polarization direction therefore does not establish agreement for another.

For the actual sources, the cell dipole along $z$ is

$$
0.5(0)+(-0.5)(3)+0.2+0.1=-1.2\ e\,\text{bohr},
$$

and $P_z=-1.2/288=-0.0041667\ e/$bohr$^2$. Thus $-4\pi P_z=0.05236$ atomic units of field. At A, the Ewald field is $0.05059$. The sphere adds one third of the shift, giving $0.06805$; the slab adds all of it, giving $0.10295$. At B, the three fields are $0.06022$, $0.07767$ and $0.11258$. The shift is the same at both sites, as expected for a uniform field. At A, the slab value is about twice the Ewald value, so the choice matters for any induced dipole.

### Which value belongs in the Madelung matrix?

The Ewald potential is periodic. A shape-dependent sum adds the uniform field $-4\pi\mathsf N\cdot\mathbf P$, so the potential changes over one period along $z$ by

$$
\Delta\phi=-E_zc=4\pi N_zP_zc .
$$

For your cell this is $-0.1396$ hartree$/e$, or $-3.80$ V, for the sphere. For the slab it is $-0.4189$ hartree$/e$, or $-11.40$ V. Such a potential is not periodic and does not define the usual Bloch problem. Use the Ewald blocks for a bulk crystal at zero macroscopic field.

One trap is specific to multipole codes. If the $l=l'=1$ block is assembled from Ewald-summed $l=2$ structure constants, it is traceless by construction. It is then $\mathsf D^{\rm Ewald}-(4\pi/3V)\mathsf 1$, which is the sphere value: $0.00216-0.01454=-0.01238$ bohr$^{-3}$ for $D_{AA}^{zz}$, although the $\mathbf G=0$ term was omitted. Add $4\pi/3V$ to the diagonal of every such block, and check that the trace is $4\pi/V$.

This is a boundary condition, not a claim that every real sample has zero internal field. If the sample has a macroscopic field, add that field once to the Ewald result. An isolated slab with fixed moments and no compensating surface charge has the slab field. Its total potential difference then grows with thickness. Fixed moments are an idealization even in a thin slab, because the field also changes the induced dipoles. Once the potential difference exceeds the band gap, electrons move between the faces as well. For your cell the unscreened slab field is about 27 V/nm and the drop is 11.4 V per cell, so even with dielectric screening this happens within a few cells.

### Use one convention for every block

The field at a site also contains the block that couples $l=1$ to the charges, $l'=0$. Its shape term is $(4\pi/V)\mathsf N\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j)$ for a unit charge at $j$. For a spherical body built from whole cells, the charges contribute a shift of

$$
-\frac{0.043633}{3}(-1.5)=+0.02182,
$$

and the dipoles contribute

$$
-\frac{0.043633}{3}(0.3)=-0.00436 .
$$

Their sum is the correct spherical shift, $0.01745$ atomic units. If you combine an Ewald charge block with a spherical dipole block, only $-0.00436$ remains. The shift then has the wrong sign. Matching it to $-4\pi N_zP_z$ would require $N_z=-0.00436/0.05236\simeq-0.08$, outside the range of the spheroids. The mixture represents none of these bodies built from whole cells.

The same number appears, apart from surface fluctuations, if a code selects individual ions by their distance from the field site instead of keeping whole cells. The background sphere of every sublattice is then centred on that site, where its field vanishes, so the charges contribute no shift. The same holds for a sphere of ions cut about any fixed centre, because the backgrounds of the sublattices then coincide and cancel by neutrality; the mixture describes a sphere with that termination. With a sharp cutoff the fluctuations die slowly: about $0.001$ atomic units near a radius of 60 bohr. The formula for $\mathbf E_{\rm shape}$ assumes whole cells. Selecting ions by distance gives the same limit only if the charges of the cell have no dipole of their own, $\sum_jq_j\boldsymbol\tau_j=0$.

### When the methods agree, and why the cell matters

The fields agree when $\mathsf N\cdot\mathbf P=0$. Suppose you keep the charges but set both dipoles to $0.75\,e\,$bohr. The cell dipole is then $-1.5+1.5=0$. Ewald, spherical and slab summation all give $0.11575$ atomic units at A. The individual matrix blocks still differ; their differences cancel when they act on this set of charges and dipoles.

There is one further choice when charges are present. Move B down by one lattice vector, from $z=3$ to $z=-5$ bohr. The infinite crystal is unchanged, but the dipole of the repeated cell becomes

$$
(-0.5)(-5)+0.3=2.8\ e\,\text{bohr}.
$$

The Ewald field at A remains $0.05059$ atomic units. The spherical result changes from $0.06805$ to $0.00987$, and the slab result from $0.10295$ to $-0.07158$.

The reason is physical. Repeating the new cell in a finite body moves a layer of B ions from the top surface to the bottom. In the slab, this changes $P_z$ by $4.0/288=0.0139\ e/$bohr$^2$, equal to the charge per area of that layer, $0.5/36$. A shape-dependent sum thus describes a finite body with a particular termination. To specify it, state both the shape and the cell that is repeated. The Ewald value needs neither, because its boundary condition is zero macroscopic field.
